# Inversion-charge error from tangent linearization at the pinch-off potential

## Problem

A long n-channel transistor has a uniformly doped p-type body with acceptor density $N_A$. Its inversion layer is treated as a sheet without thickness, and the silicon beneath it as fully depleted down to a sharp edge. A charge-based compact model replaces the resulting relation between inversion charge and surface potential by its tangent at the pinch-off potential, the surface potential at which this relation gives zero inversion charge.

(a) At equal surface potential, does the tangent give too much or too little charge, and how does the error grow with distance from pinch-off?

(b) Does the sign survive if the terminal voltages, not the surface potential, are held equal?

(c) Estimate the error for $N_A=4\times10^{17}\ \mathrm{cm^{-3}}$, a 4 nm oxide, a gate voltage 2.80 V above flat band, and 300 K. Compare it with the effects that the model neglects.

Take relative permittivities of 11.7 for silicon and 3.9 for the oxide, and an intrinsic density of $1.0\times10^{10}\ \mathrm{cm^{-3}}$.

## Solution

### The charge relation

Let $\psi$ be the surface potential relative to the neutral body, $v_g$ the gate-to-body voltage minus the flat-band voltage, and $C_{ox}$ the oxide capacitance per area. The electron charge $Q_i$ is negative, so I use its magnitude in volts, $q=|Q_i|/C_{ox}$. The elementary charge $e$ is positive.

A depletion layer of width $W$ supports a potential $\psi=eN_AW^2/(2\varepsilon_s)$, where $\varepsilon_s$ is the permittivity of silicon. Hence $W=\sqrt{2\varepsilon_s\psi/(eN_A)}$, and the magnitude of the acceptor charge is

$$eN_AW=\sqrt{2e\varepsilon_sN_A\psi}=C_{ox}\gamma\sqrt\psi,\qquad \gamma=\frac{\sqrt{2e\varepsilon_sN_A}}{C_{ox}}.$$

The voltage across the oxide is $v_g-\psi$. By Gauss's law, $C_{ox}(v_g-\psi)$ equals the total magnitude of charge in the silicon. Subtracting the acceptor part leaves

$$q(\psi)=v_g-\psi-\gamma\sqrt\psi. \tag{1}$$

The pinch-off potential $P$ satisfies $q(P)=0$, or $(\sqrt P)^2+\gamma\sqrt P-v_g=0$. The positive root is

$$\sqrt P=\sqrt{v_g+\frac{\gamma^2}{4}}-\frac{\gamma}{2}. \tag{2}$$

The slope of (1) is $dq/d\psi=-1-\gamma/(2\sqrt\psi)$. The tangent at $P$ is therefore

$$q_t(\psi)=n(P-\psi),\qquad n=1+\frac{\gamma}{2\sqrt P}. \tag{3}$$

The 1 in $n$ comes from the oxide and the second term from the depletion layer, whose capacitance is frozen at its pinch-off value.

### (a) Error at equal surface potential

Use $v_g=P+\gamma\sqrt P$ to remove $v_g$ from (1):

$$q=(P-\psi)+\gamma(\sqrt P-\sqrt\psi).$$

In $E=q-q_t$ the terms $P-\psi$ cancel. Since $P-\psi=(\sqrt P-\sqrt\psi)(\sqrt P+\sqrt\psi)$,

$$\begin{aligned}
E&=\gamma(\sqrt P-\sqrt\psi)-\frac{\gamma}{2\sqrt P}(P-\psi)\\
&=\gamma(\sqrt P-\sqrt\psi)\,\frac{2\sqrt P-\sqrt P-\sqrt\psi}{2\sqrt P}\\
&=\frac{\gamma(\sqrt P-\sqrt\psi)^2}{2\sqrt P}. 
\end{aligned}\tag{4}$$

This is positive for $0<\psi<P$: the tangent underestimates the charge magnitude. Physically, the depletion layer is thinner at smaller $\psi$, so its capacitance is larger. As $\psi$ falls below $P$, the acceptor charge drops faster than the tangent assumes. At any given $\psi$ the total charge $C_{ox}(v_g-\psi)$ is the same in both models, so the smaller acceptor charge leaves more for electrons.

To see the growth near pinch-off, set $\delta=P-\psi$ and write $\sqrt P-\sqrt\psi=\delta/(\sqrt P+\sqrt\psi)$. Then

$$E=\frac{\gamma\delta^2}{2\sqrt P(\sqrt P+\sqrt\psi)^2}
=E_2\,\frac{4}{\left(1+\sqrt{\psi/P}\right)^2},\qquad
E_2=\frac{\gamma\delta^2}{8P^{3/2}}. \tag{5}$$

As $\psi\to P$ the last factor tends to 1, so the leading error is the quadratic term $E_2$. For $0<\psi<P$ the factor lies between 1 and 4. The quadratic estimate is thus a lower bound, and the error is less than four times as large.

The next term follows from $\sqrt{\psi/P}=\sqrt{1-\delta/P}\approx1-\delta/(2P)$. The factor becomes $[1-\delta/(4P)]^{-2}\approx1+\delta/(2P)$, and

$$E=\frac{\gamma\delta^2}{8P^{3/2}}+\frac{\gamma\delta^3}{16P^{5/2}}+O(\delta^4). \tag{6}$$

For the relative error, factor the charge in the same way: $q=(\sqrt P-\sqrt\psi)(\sqrt P+\sqrt\psi+\gamma)$. Dividing (4) by this gives

$$\frac Eq=\frac{\gamma(\sqrt P-\sqrt\psi)}{2\sqrt P(\sqrt P+\sqrt\psi+\gamma)}
<\frac{\gamma}{2(\sqrt P+\gamma)}. \tag{7}$$

The bound is the limit $\psi\to0$, because the numerator falls and the denominator rises with $\psi$. That limit lies far from inversion and serves as a ceiling, not as an estimate. Near pinch-off $q\approx n\delta$, so $E/q\approx\gamma\delta/(8nP^{3/2})$: the absolute error is quadratic in $\delta$, but the relative error is linear.

The sign does not depend on uniform doping. For any positive acceptor profile $N(x)$ in the depletion approximation, moving the edge by $dW$ adds charge $eN(W)\,dW$ and potential $eN(W)W\,dW/\varepsilon_s$. Their ratio is the capacitance $\varepsilon_s/W$, which falls as $\psi$ and $W$ grow. The acceptor charge is therefore concave in $\psi$ and lies below its tangent, so the inversion charge lies above its own. The size in (4), however, belongs to uniform doping.

### (b) Error at equal voltages

A transistor is set by its voltages, and the two models then choose different surface potentials. A second relation is needed, from electron statistics.

Let $U=kT/e$, let $\phi_F=U\ln(N_A/n_i)$, where $n_i$ is the intrinsic density, and let $V$ be the channel voltage, the electron quasi-Fermi potential relative to the body. With Boltzmann statistics the electron density at local potential $\varphi$ is $N_A\exp[(\varphi-2\phi_F-V)/U]$. Neglecting holes in the depleted region, Poisson's equation is

$$\frac{d^2\varphi}{dx^2}=\frac{eN_A}{\varepsilon_s}\left[1+\exp\frac{\varphi-2\phi_F-V}{U}\right].$$

Multiply by $2\,d\varphi/dx$ and integrate from the depletion edge, where potential and field vanish, to the surface. The tiny electron term at the lower limit is dropped:

$$\left(\frac{d\varphi}{dx}\right)^2_{\rm surface}=\frac{2eN_A}{\varepsilon_s}\left(\psi+U\exp a\right),\qquad a=\frac{\psi-2\phi_F-V}{U}.$$

Multiplying the surface field by $\varepsilon_s/C_{ox}$ gives the total silicon charge in volts, $\gamma\sqrt{\psi+U\exp a}$. Removing the acceptor part leaves the charge that statistics demand:

$$F(\psi)=\gamma\left[\sqrt{\psi+U\exp a}-\sqrt\psi\right]. \tag{8}$$

The charge-sheet model solves $q(\psi_1)=F(\psi_1)$; the tangent model solves $q_t(\psi_2)=F(\psi_2)$. We need to know whether $F$ rises. Its derivative is

$$F'=\frac\gamma2\left[\frac{1+\exp a}{\sqrt{\psi+U\exp a}}-\frac1{\sqrt\psi}\right].$$

It is positive if $\psi(1+\exp a)^2>\psi+U\exp a$. Expanding the square, cancelling $\psi$ and dividing by $\exp a$ gives $\psi(2+\exp a)>U$. The condition $\psi>U/2$, about 13 mV at 300 K, is enough, and every surface potential in the example meets it.

At $P$ the charge (1) is zero while $F$ is positive, so $\psi_1<P$ and $E(\psi_1)>0$. At $\psi_1$ the tangent charge is then too small to satisfy $F$. Since $q_t-F$ falls with $\psi$, its zero lies at a smaller potential, $\psi_2<\psi_1$. Because $F$ rises, $F(\psi_2)<F(\psi_1)$: the tangent model underestimates the charge at equal voltages too.

For the size, put $q(\psi_1)=q_t(\psi_1)+E$ and subtract the two balances:

$$E-n(\psi_1-\psi_2)=F(\psi_1)-F(\psi_2)\approx F'(\psi_1)(\psi_1-\psi_2).$$

Hence $\psi_1-\psi_2\approx E/(F'+n)$, and the charge difference is

$$\Delta q\approx E\,\frac{F'}{F'+n}. \tag{9}$$

In strong inversion, with $U\exp a\gg\psi$, the exponential dominates (8) and $F'\approx F/(2U)$. For $F\gg 2nU$ the factor approaches 1. In weak inversion, with $U\exp a\ll\psi$, expanding the root gives $F\approx\gamma U\exp a/(2\sqrt\psi)$ and $F'\approx F/U$. The factor is then about $F/(F+nU)$, which vanishes with the charge: the electrons are too few to hold the surface potential, which is set by the depletion charge.

### (c) Numbers

The oxide capacitance is $0.8633\ \mathrm{\mu F/cm^2}$ and $\gamma=0.4221\ \mathrm{V^{1/2}}$. From (2) and (3),

$$\sqrt P=\sqrt{2.80+0.0445}-0.2111=1.4755\ \mathrm{V^{1/2}},\qquad P=2.177\ \mathrm V,$$

$$n=1+\frac{0.4221}{2(1.4755)}=1.143.$$

With $U=0.02585$ V and $2\phi_F=0.905$ V, solving $q=F$ numerically at the source, $V=0$, gives $\psi=1.0708$ V and $\sqrt\psi=1.0348\ \mathrm{V^{1/2}}$. The charge is

$$q=2.80-1.0708-0.4221(1.0348)=1.292\ \mathrm V,$$

or $1.116\ \mathrm{\mu C/cm^2}$. The error at this surface potential is

$$E=\frac{0.4221(1.4755-1.0348)^2}{2(1.4755)}=0.0278\ \mathrm V,$$

which is $0.024\ \mathrm{\mu C/cm^2}$, or 2.15 % of the charge-sheet charge. The ceiling in (7) is 11.1 %.

The distance from pinch-off is $\delta=1.106$ V, so the quadratic estimate is

$$E_2=\frac{0.4221(1.106)^2}{8(2.177)(1.4755)}=0.0201\ \mathrm V.$$

The full error is 1.38 times larger, because $\delta/P$ is about one half and not small. The cubic term, $\delta/(2P)$ or about a quarter of the quadratic one, adds 5.1 mV and brings the sum to 25.2 mV; higher terms supply the remaining 2.6 mV.

The same calculation at three channel voltages, with the gate voltage held fixed, gives:

| $V$ (V) | $\psi$ (V) | $q$ (V) | $E$ (mV) | $E_2$ (mV) | $\Delta q$ (mV) |
|---:|---:|---:|---:|---:|---:|
| 0.0 | 1.071 | 1.292 | 27.8 | 20.1 | 26.8 |
| 0.5 | 1.551 | 0.724 | 7.59 | 6.45 | 7.17 |
| 1.0 | 2.010 | 0.192 | 0.478 | 0.459 | 0.406 |

Here $\Delta q$ comes from solving both models separately at equal voltages. Equation (9) reproduces it: its factors are 0.965, 0.945 and 0.850, and in the last row $0.850\times0.478=0.406$ mV.

Down the table the quadratic estimate closes on the full error, as (5) requires. The relative error $E/q$ falls from 2.15 % to 1.05 % and 0.25 %, roughly in proportion to $\delta$. Closer still to pinch-off, comparing $\delta=0.02P$ with $\delta=0.01P$ gives a growth exponent of 2.007. The small excess over 2 is the cubic term: the factor $1+\delta/(2P)$ changes by about 0.005 between the two points, which adds $0.005/\ln2\approx0.007$.

### What the model leaves out

The parameters are rough values for bulk silicon CMOS of the 180 nm generation, with about 1.8 V on an n-type polysilicon gate. The effects below are sized at the source end, one at a time. Except for the Poisson comparison, they are first-order estimates without readjustment of the other potentials. A positive sign means that the effect raises the true charge above the charge-sheet value.

| Effect | Change in $q$ (mV) |
|---|---:|
| full Poisson equation, Boltzmann carriers | +15.5 |
| carrier degeneracy | −32 |
| quantum confinement | about −100 |
| polysilicon depletion | −67 (sharp edge), about −100 (Fermi–Dirac) |
| charge sharing, 1000 nm gate | +18 |
| charge sharing, 180 nm gate | +101 |

**Poisson equation.** The first entry comes from integrating the electron density of the one-dimensional Poisson equation, holes included, at the same gate voltage. It combines two effects. Holes soften the depletion edge and replace $\psi$ by about $\psi-U$ in the acceptor term, which frees $\gamma(\sqrt\psi-\sqrt{\psi-U})\approx\gamma U/(2\sqrt\psi)\approx5$ mV for electrons. The remaining 10 mV or so reflects the finite thickness of the inversion layer: its electrons raise the field there, so part of $\psi$ is dropped over a shorter distance that holds fewer acceptors than the charge sheet counts. To check the size, set holes aside. The acceptor term is then $\int_0^\psi(\gamma/2)\,d\varphi/\sqrt{\varphi+U\exp[(\varphi-2\phi_F)/U]}$, whereas the charge sheet counts $\gamma\sqrt\psi=\int_0^\psi(\gamma/2)\,d\varphi/\sqrt\varphi$. The integrands differ only within several $U$ of the surface potential, where $\varphi\approx\psi$ outside the exponential. With $u=(U/\psi)\exp[(\varphi-2\phi_F)/U]$, so that $d\varphi=U\,du/u$, and with $r\approx14.7$ the value of $u$ at the surface, the difference is
$$\frac{\gamma U}{2\sqrt\psi}\int_0^r\left[1-\frac1{\sqrt{1+u}}\right]\frac{du}{u}=\frac{\gamma U}{\sqrt\psi}\ln\frac{1+\sqrt{1+r}}{2}\approx10\ \mathrm{mV}.$$
The integral follows from the substitution $s=\sqrt{1+u}$, which turns the integrand into $2/(1+s)$. At equal voltages the tangent model falls $26.8+15.5\approx42$ mV below this Poisson result.

**Degeneracy.** The Boltzmann surface density is $2.4\times10^{20}\ \mathrm{cm^{-3}}$, well above the effective density of states $N_c$, roughly $2.8\times10^{19}\ \mathrm{cm^{-3}}$, so Boltzmann statistics fail at the surface. The electron part of the squared field is proportional to electron pressure. Requiring the same pressure, $kTN_cF_{3/2}(\eta)$ with $F_{3/2}$ the Fermi–Dirac integral normalized to $\exp\eta$ at low density, needs 26.6 mV more surface potential. Multiplication by the local slope $1+\gamma/(2\sqrt\psi)=1.20$ gives a first-order estimate of the charge lost. Solving the Poisson equation with Fermi–Dirac electrons at the same gate voltage gives a somewhat smaller loss, about 27 mV.

**Confinement.** The Fang–Howard variational layer, with a mass of about 0.92 electron masses, puts the mean electron depth at 1.37 nm, against 0.45 nm for the classical Boltzmann layer. Moving the charge by 0.92 nm costs a potential $|Q_i|(0.92\ \mathrm{nm})/\varepsilon_s$, or $1.292\times(3.9/11.7)\times(0.92/4.0)\approx0.10$ V. The kinetic energy of the level and the field of the acceptors are left out, which makes this a low estimate. A self-consistent Schrödinger–Poisson solution, with both sets of silicon valleys on a (100) surface and an impenetrable oxide, puts the charge about 160 mV below the classical Boltzmann–Poisson result at the same gate voltage; that figure includes degeneracy. Degeneracy and confinement both alter the same electron layer and should not be added.

**Gate depletion.** With a gate doping of $10^{20}\ \mathrm{cm^{-3}}$, the depletion formula $\psi=eNW^2/(2\varepsilon_s)$ applied to the gate gives a drop of 67 mV that never reaches the oxide. This is a low estimate: the drop is only $2.6U$ and the doping exceeds $N_c$, so the edge is not sharp. Keeping the gate electrons in Poisson's equation raises the drop at the same charge to about 92 mV with Boltzmann statistics and 107 mV with Fermi–Dirac statistics. With the other potentials readjusted, the Fermi–Dirac case lowers $q$ by about 96 mV.

**Short gates.** Source and drain support part of the acceptor charge. Take a junction edge of radius $x_j=50$ nm, centred at the surface and surrounded by a depletion layer of the same width as under the gate, $W=58.8$ nm. At depth $W$ this layer reaches sideways under the gate by a distance $s$ with $(x_j+s)^2+W^2=(x_j+W)^2$, so $s=\sqrt{x_j^2+2x_jW}-x_j\approx41.5$ nm. The charge left to the gate fills a trapezoid, of length $L$ at the surface and $L-2s$ at depth $W$, where $L$ is the gate length. Two triangles of area $sW/2$ are missing from the rectangle $LW$, so a fraction $s/L$ of the 437 mV acceptor term is removed. This holds for source and drain at equal potential. At 180 nm the correction exceeds the linearization error by more than a factor of three, and the long-channel premise has failed.

The oxide field is 4.3 MV/cm, below a breakdown field of roughly 10 MV/cm. For a 3.1 eV barrier and a tunnelling mass of 0.4 electron masses, the semiclassical transmission is about $2\times10^{-17}$ per attempt. At 400 K, with $v_g$ held fixed and $n_i$ scaled from its 300 K value with a constant gap of 1.12 eV, to $3.5\times10^{12}\ \mathrm{cm^{-3}}$, the error rises to 31 mV, or 2.3 % of the charge there. The smaller $\phi_F$ lowers the source surface potential, and the larger $U$ offsets part of the drop. The net result is 1.017 V, which increases $\delta$. The last digits depend on $n_i$: an empirical value of about $5.5\times10^{12}\ \mathrm{cm^{-3}}$ at 400 K lowers the surface potential to 0.986 V and raises the error to 33 mV.

Real devices of this generation also have non-uniform doping. The concavity argument keeps the sign for a depleted acceptor profile, but the size changes. As a guide, repeat the uniform calculation at the same gate voltage with other dopings. Halving $N_A$ gives $\gamma=0.298$, $\sqrt P=1.531$ and $\sqrt\psi=1.027$ (all in $\mathrm{V^{1/2}}$), and (4) yields about 25 mV. Doubling it gives 0.597, 1.401 and 1.042, and about 27 mV. The error hardly moves over this range, because a larger $\gamma$ also lowers $P$ and brings the source closer to pinch-off, and the example lies near the maximum of $E$ against $N_A$. Further out it falls, to 15 mV at a tenth of the doping and 8 mV at eight times the doping. Uniform rescaling is also a poor guide for a steep retrograde well, which pins $W$ and keeps the depletion capacitance nearly constant: $10^{17}\ \mathrm{cm^{-3}}$ down to 40 nm over $5\times10^{18}\ \mathrm{cm^{-3}}$ gives roughly 10 mV.

These sizes limit what the sign means. The tangent underestimates the charge of the charge-sheet model. It need not underestimate the charge of a device: for a long gate, the confinement estimate alone lowers the true charge by more than the 42 mV by which the tangent model falls short of the classical Poisson result. For this example, linearization is one error among several and not the largest. Replacing the tangent by the full square root, with nothing else changed, would recover about 27 mV at the source while leaving larger corrections untouched.

## Numbers as computed

```
doping 4.0e+17 cm^-3; oxide 4.0 nm
gate minus flat-band voltage 2.80 V; T 300 K
intrinsic density at 300 K 1.0e+10 cm^-3; gap 1.12 eV
relative permittivity: Si 11.7, oxide 3.9
oxide capacitance 0.8633 uF/cm2
body factor 0.4221 V^0.5
thermal voltage 0.02585 V; twice Fermi potential 0.9050 V
pinch-off surface potential 2.1772 V; its root 1.4755 V^0.5
tangent slope n 1.1430
SOURCE END, V = 0
surface potential 1.0708 V; its root 1.0348 V^0.5
distance from pinch-off 1.1064 V
charge-sheet charge 1.2925 V = 1.1158 uC/cm2
tangent charge, same potential 1.2647 V = 1.0918 uC/cm2
error E 27.79 mV = 0.0240 uC/cm2
relative error 2.15 %
upper bound on relative error 11.12 %
quadratic term 20.11 mV; cubic term 5.11 mV
E / quadratic term 1.382
measured order of E near pinch-off 2.007
ALONG THE CHANNEL
V 0.0 V: potential 1.0708 V, charge 1.2925 V
  E 27.786 mV (2.15 %), quadratic 20.106 mV
  equal-voltage error 26.795 mV, factor 0.965
V 0.5 V: potential 1.5506 V, charge 0.7238 V
  E 7.586 mV (1.05 %), quadratic 6.448 mV
  equal-voltage error 7.170 mV, factor 0.945
V 1.0 V: potential 2.0099 V, charge 0.1917 V
  E 0.478 mV (0.25 %), quadratic 0.459 mV
  equal-voltage error 0.406 mV, factor 0.850
NEGLECTED EFFECTS AT THE SOURCE END (change of true charge)
Poisson charge 1.3080 V; minus charge sheet +15.5 mV
surface electron density 2.43e+20 cm^-3; Nc 2.8e+19 cm^-3
degeneracy: potential shift 26.6 mV, charge -32.1 mV
mean depth: classical 0.45 nm, Fang-Howard 1.37 nm
confinement mass 0.916 m0; charge -98.5 mV
polysilicon doping 1e+20 cm^-3; charge -67.1 mV
junction depth 50 nm; depletion width 58.8 nm
charge sharing, gate 1000 nm +18.2 mV
charge sharing, gate 180 nm +100.9 mV
oxide voltage 1.729 V; oxide field 4.32 MV/cm
tunnel barrier 3.1 eV, mass 0.4 m0
WKB exponent 38.5; transmission 2e-17
at 400 K: potential 1.0170 V, charge 1.3573 V
at 400 K: E 31.20 mV (2.30 %)
```
